Self-consistent screening of Gaussian-smeared dipoles and the polarizability of a diatomic

**Q:** You describe each atom of a diatomic by one number, its isotropic polarizability. How can a molecule built from two such atoms respond differently along and across its bond?

**A:** Each atom feels the applied field and also the field of the dipole induced on its neighbour. The neighbour's field depends on how the dipoles lie relative to the bond, and that makes the response anisotropic.

I assume a static, weak field, so that the response is linear, and I neglect retardation. Each atom i, at position R_i, carries an induced dipole p_i, and no charge flows between atoms. Hartree atomic units are used, so polarizabilities are in bohr³.

**Q:** Two point dipoles have an interaction that grows without limit as they approach. Atoms do not.

**A:** So I give each dipole a finite size. Take a normalized Gaussian

n_i(r) = exp(−r²/σ_i²)/(π^{3/2}σ_i³).

Shifting a charge q with this shape by a small d changes the density by q n_i(r−d) − q n_i(r) ≈ −q d·∇n_i. With p_i = q d, the dipole density is

ρ_i(r) = −p_i·∇n_i(r−R_i).

Integration by parts confirms that its dipole moment is p_i:

∫ r_a ρ_i d³r = Σ_b p_{i,b} ∫ (∂r_a/∂r_b) n_i d³r = p_{i,a}.

The width σ_i is still free. With this convention it is √2 times the standard deviation along one axis.

**Q:** What is the interaction energy of two such dipoles?

**A:** Start with the Coulomb energy W of the two unit Gaussians themselves. Since n_i depends on r−R_i, the density can be written ρ_i = +p_i·∇_{R_i} n_i(r−R_i). The derivatives then come out of the Coulomb integral:

E_ij = (p_i·∇_{R_i})(p_j·∇_{R_j}) W(|R_i−R_j|).

Let R = R_i−R_j. Then ∇_{R_i} = ∇ and ∇_{R_j} = −∇, so

E_ij = p_i·T_ij·p_j, T_ij = −∇∇W.

A positive eigenvalue of T therefore raises the energy of two dipoles that both point along the corresponding eigenvector.

To find W, note that the Fourier transform of n_i is exp(−k²σ_i²/4). The Coulomb energy contains the product of two such factors, which is the transform of one Gaussian with

s² = σ_i² + σ_j².

So W(R) is the potential at distance R from a unit Gaussian charge of width s. With ζ = R/s, the charge inside radius R is

g = (4/√π) ∫₀^ζ x² exp(−x²) dx = erf ζ − (2ζ/√π) exp(−ζ²),

where the integral was done by parts. Gauss's law gives W′ = −g/R². The function that has this derivative and vanishes at infinity is

W(R) = erf(R/s)/R,

since its derivative is −erf ζ/R² + 2exp(−ζ²)/(√π sR), which equals −g/R².

**Q:** You need second derivatives, in three dimensions.

**A:** For a function of distance alone, with e the unit vector along R,

∇∇W = (W′/R)(1 − ee) + W″ ee.

Thus T has one eigenvalue along the bond and a doubly degenerate one across it. Across the bond,

t_⊥ = −W′/R = g/R³.

Along the bond, t_∥ = −W″ = d(g/R²)/dR = g′/R² − 2g/R³. From the integral for g, g′ = (4/√π)ζ² exp(−ζ²)/s = 4R² exp(−ζ²)/(√π s³). Hence

t_∥ = −2g/R³ + 4exp(−ζ²)/(√π s³).

For R ≫ s, g → 1 and the exponential vanishes, which leaves the point-dipole values −2/R³ and +1/R³. Head-to-tail dipoles attract; side-by-side parallel dipoles repel.

**Q:** Now the response. What decides how large the dipoles become?

**A:** A balance of energies. Creating p_i on an isolated atom costs p_i²/(2α_i). This is the cost for which minimizing p²/(2α) − p·F gives p = αF. The coupling to a uniform field F is −p_i·F even for a smeared dipole, because the potential −F·r is linear and senses the dipole moment alone. In total,

E = Σ_i p_i²/(2α_i) + ½ Σ_{i≠j} p_i·T_ij·p_j − Σ_i p_i·F.

Each pair occurs twice in the double sum, which the ½ corrects. Differentiating with respect to p_i and using the symmetry of T gives

p_i/α_i + Σ_{j≠i} T_ij p_j − F = 0.

Since the response is linear, write p_i = ᾱ_i F with a tensor ᾱ_i. The equation must hold for every F, so

ᾱ_i = α_i (1 − Σ_{j≠i} T_ij ᾱ_j).

This is the self-consistent screening equation. The screened polarizabilities stand on both sides, because each dipole responds to neighbours that have themselves been screened.

It is linear and can be solved directly. Define a matrix A with diagonal blocks A_ii = 1/α_i (times the unit tensor) and off-diagonal blocks A_ij = T_ij. Then Σ_j A_ij p_j = F, and

ᾱ_i = Σ_j (A⁻¹)_ij, α_mol = Σ_i ᾱ_i = Σ_ij (A⁻¹)_ij.

The solution is a stable minimum of E if A is positive definite.

**Q:** The widths are still arbitrary. With a free parameter you could produce many different anisotropies.

**A:** The response equations do not determine σ; an extra postulate is needed. The postulate is that the cost of polarizing an atom, p²/(2α), equals the electrostatic self-energy of its smeared dipole.

That self-energy is ½ p·T_ii·p, where T_ii is the coupling of two identical Gaussians at zero separation. The ½ is the usual one for a charge distribution interacting with itself. Using erf ζ = (2/√π)(ζ − ζ³/3 + …),

W = 2/(√π s) − 2R²/(3√π s³) + …

Since ∂_a∂_b R² = 2δ_ab, the coupling at zero separation is isotropic:

T(0) = 4/(3√π s³).

For an atom with itself s = √2 σ, so s³ = 2√2 σ³ and

T_ii = 4/(6√2 √π σ³) = √(2/π)/(3σ³).

The postulate ½T_ii p² = p²/(2α) means T_ii = 1/α, and therefore

σ = (√(2/π) α/3)^{1/3}.

**Q:** Have you not counted the self-energy twice, once as p²/(2α) and once as T_ii?

**A:** No. The interaction sum excludes i = j, so the cost enters E once. The postulate says what that cost is equal to; it adds no new term.

**Q:** It still looks like a convenient choice. Does it achieve anything?

**A:** It guarantees stability. With T_ii = 1/α_i, every block of A, diagonal ones included, is a Coulomb coupling between smeared dipoles. For any set of dipoles with total density ρ = Σ_i ρ_i,

Σ_ij p_i·A_ij·p_j = ∫∫ ρ(r)ρ(r′)/|r−r′| d³r d³r′ = ∫ d³k/(2π)³ (4π/k²)|ρ(k)|² ≥ 0.

Equality requires ρ = 0 everywhere.

**Q:** Could nonzero dipoles on different atoms cancel to give zero density?

**A:** Not if the atoms sit at distinct points. Among the nonzero dipoles, keep those with the largest width. Choose a direction u along which their positions have different projections u·R_i, and for which no u·p_i is zero. Far out along u, the term with the largest projection dominates all others exponentially, so ρ cannot vanish there. Hence A is positive definite, and the molecular polarizability α_mol is finite and positive in every geometry with distinct sites. The atomic shares ᾱ_i need not be positive: for α₁ = 3 and α₂ = 7 bohr³ at R = 0.8 bohr, the smaller atom's share across the bond is −1.9 bohr³. In the numerical check, none of 200 random four-atom clusters, densely packed in a cube of side 5 bohr with α between 1 and 15 bohr³, was unstable with smeared dipoles; 172 of these close-packed clusters were unstable with point dipoles.

**Q:** Would narrower Gaussians do as well?

**A:** Multiply all widths by a common factor c while keeping the α_i. Consider two equal atoms with opposite dipoles p and −p. Without a field their energy is p²(1/α − t), with t the coupling for the chosen direction. As R → 0, t → 1/(c³α), and the bracket becomes (1 − 1/c³)/α. This is negative for c < 1, so a close pair polarizes spontaneously.

For c > 1 there is no such danger. The diagonal 1/α_i splits into the self-coupling 1/(c³α_i), which completes a positive Coulomb matrix, and a positive remainder. For a system that contains two equal atoms, the postulated width is therefore the narrowest, under common scaling, that is stable in every geometry. An unequal pair has some margin: at R → 0 its stability requires √(α₁α₂) t < 1, and √(α₁α₂) t = [2σ₁σ₂/(σ₁² + σ₂²)]^{3/2}/c³, where the bracket is below 1. The program tests a close equal pair: 1 − αt is 0.003 at the postulated width and −0.16 when the width is reduced by 5 %.

**Q:** Then solve the diatomic.

**A:** The field components along and across the bond decouple. For either one, with t the corresponding eigenvalue,

p₁ = α₁(F − t p₂), p₂ = α₂(F − t p₁).

Inserting the second equation into the first gives

p₁ = α₁F − α₁α₂tF + α₁α₂t²p₁,

p₁ = α₁(1 − α₂t)F/(1 − α₁α₂t²).

Exchanging the labels gives p₂. Adding the two and dividing by F,

α_mol = (α₁ + α₂ − 2α₁α₂t)/(1 − α₁α₂t²).

For equal atoms the numerator is 2α(1 − αt) and the denominator is (1 − αt)(1 + αt). The common factor is nonzero for R > 0, by the stability just shown. So

α_∥ = 2α/(1 + αt_∥), α_⊥ = 2α/(1 + αt_⊥).

For any orientation of the bond, the tensor is α_mol = α_⊥(1 − ee) + α_∥ ee.

**Q:** Does the interaction always enhance the response along the bond?

**A:** No. Take equal atoms from here on. Across the bond t_⊥ > 0, so α_⊥ = 2α/(1 + αt_⊥) lies below 2α at every distance. (For unequal atoms, comparing the general formula with α₁ + α₂ shows a reduction only while 0 < t < 2/(α₁ + α₂).) Along the bond it is enhanced where t_∥ < 0, which includes large R. There, expanding in α/R³,

α_∥ ≈ 2α(1 + 2α/R³ + 4α²/R⁶),

α_⊥ ≈ 2α(1 − α/R³ + α²/R⁶).

The anisotropy α_∥ − α_⊥ is 6α²/R³ to leading order. In the mean (α_∥ + 2α_⊥)/3 the first-order terms cancel, leaving 2α(1 + 2α²/R⁶).

As R → 0, both couplings tend to 1/α and both components tend to α, half the unscreened sum. This holds for exactly equal atoms only; for α₁ = 4 and α₂ = 4.4 bohr³ the limit is about 1.25 times the unscreened sum. This is a limit of the model, not a prediction for a united atom, since the electronic structure would change completely.

Point dipoles give α_∥ = 2α/(1 − 2α/R³), which diverges at R = (2α)^{1/3}. With smearing, α is proportional to σ³, so αt_∥ depends on R/σ alone. The largest enhancement α_∥/(2α) is then the same for every equal pair; numerically it is 1.45, at R = 2.28σ.

**Q:** Show me a real molecule.

**A:** Take F₂ at R = 2.70 bohr, a round value near its bond length. The input comes from PBE in the aug-cc-pVTZ basis. A spherically averaged, spin-polarized F atom in a small field has a polarizability of 3.746 bohr³ in this basis. The value is not converged: adding one more diffuse s, p, d and f function (a d-aug-cc-pVTZ basis) raises it to 4.23 bohr³, by 13 %, while the volume integrals below change by about 0.1 % or less. The digits that follow serve to trace the arithmetic.

The atom in the molecule is slightly more compact. To measure this, the molecular density is divided at each point in proportion to the two free-atom densities, which is the Hirshfeld partition. The integral of r³ times the density, with r measured from the nucleus, is 18.749 bohr³ for one atom's share and 19.340 bohr³ for the free atom. I assume that polarizability scales linearly with this volume:

α = 3.746 × 18.749/19.340 ≈ 3.63 bohr³.

The widths follow:

σ = (0.7979 × 3.632/3)^{1/3} = 0.9885 bohr,

s = √2 σ = 1.398 bohr, ζ = 2.70/1.398 = 1.931.

With exp(−ζ²) = 0.0240 and g = 0.9414, the couplings are

t_⊥ = 0.9414/2.70³ = 0.0478 bohr⁻³,

t_∥ = −2 × 0.0478 + 4 × 0.0240/(√π × 1.398³) = −0.0758 bohr⁻³.

Thus αt_∥ = −0.275 and αt_⊥ = 0.174. The unscreened sum is 2α = 7.26 bohr³, so

α_∥ = 7.26/(1 − 0.275) ≈ 10.0 bohr³ (1.49 Å³),

α_⊥ = 7.26/(1 + 0.174) ≈ 6.19 bohr³ (0.92 Å³).

The mean is 7.47 bohr³ and the anisotropy 3.84 bohr³.

**Q:** How does this compare with a direct calculation on the molecule?

**A:** A finite-field PBE calculation on F₂ in the same basis gives, beside the two dipole models (all in bohr³):

screened: α_∥ = 10.02, α_⊥ = 6.19, anisotropy 3.84
point dipoles: α_∥ = 11.51, α_⊥ = 6.13, anisotropy 5.38
PBE: α_∥ = 12.65, α_⊥ = 6.54, anisotropy 6.11

Relative to PBE, the screened model is about 5 % low across the bond and 21 % low along it. It recovers 63 % of the anisotropy. The PBE values carry the errors of that functional and basis, so this comparison is not one with experiment. The basis matters here. With the more diffuse basis for both atom and molecule, the input becomes α = 4.11 bohr³, PBE gives α_∥ = 13.04 and α_⊥ = 7.10 bohr³, and the screened model gives 11.55 and 6.89 bohr³. It is then 11 % low along the bond and 3 % low across it, and recovers 79 % of the anisotropy.

**Q:** So the point dipoles you rejected do better.

**A:** For α_∥ and the anisotropy at this distance and in aug-cc-pVTZ, they do. In the more diffuse basis they overshoot instead, with α_∥ = 14.09 against 13.04 bohr³. The point-dipole divergence lies at 1.94 bohr, well inside the bond length. The closer agreement here does not remove that divergence.

**Q:** Then the Gaussian is too wide, and a better σ would repair the result.

**A:** A narrower one would raise α_∥, but only up to the point-dipole value, so with the aug-cc-pVTZ numbers no width can close the gap with this α. Write

R³t_∥ = −2g + (4/√π)ζ³ exp(−ζ²).

Using dg/dζ = (4/√π)ζ² exp(−ζ²), its derivative with respect to ζ is

(4/√π)ζ²(1 − 2ζ²) exp(−ζ²).

So R³t_∥ starts at 0 for ζ = 0, rises until ζ = 1/√2, and then falls towards −2, the point-dipole value, which it never reaches at finite ζ. At this bond length, with α = 3.63 bohr³, every finite width therefore gives α_∥ below 11.51 bohr³, while PBE in the same basis gives 12.65 bohr³. The bound is general, but this gap is not: in the more diffuse basis the bound is 14.09 bohr³ and PBE gives 13.04 bohr³, so there a narrower Gaussian does reach the PBE value of α_∥. The numbers that follow are again for aug-cc-pVTZ.

A different input α alone does not repair the result either. With the postulated width, the formulas above reach α_∥ = 12.65 bohr³ for α = 4.45 bohr³, but then α_⊥ = 7.38 bohr³, well above the PBE value of 6.54 bohr³. Changing both together does work: with α = 3.915 bohr³ and σ = 0.768 bohr, about 0.76 of the postulated width for that α, the formulas give α_∥ = 12.65 and α_⊥ = 6.54 bohr³. That is a fit of two parameters to two numbers, not a prediction. It needs an α larger than the free-atom value of 3.746 bohr³, and it gives up the stability guarantee, since such a pair polarizes spontaneously below about 1.3 bohr. In the more diffuse basis the same fit is much milder: α = 4.29 bohr³ against a free-atom value of 4.23 bohr³, and σ = 0.96 bohr, 0.915 of the postulated width. The misfit alone therefore does not identify its cause, and a good part of it comes from the basis. The model also leaves responses out: charge can flow from one atom to the other along the bond, and the bonded atom's own response need not be isotropic. I would conjecture that charge flow matters here, but these calculations do not separate the contributions.

Computed results

```
Tests of the general result
t_par by quadrature (widths 0.9, 1.3; R 1.7 bohr): -0.019686 a.u.
t_par by formula: -0.019686 a.u.
t_perp by quadrature: 0.099689 a.u.
t_perp by formula: 0.099689 a.u.
alpha * self-interaction by quadrature: 1.000000
random four-atom clusters: 200
unstable with smeared dipoles: 0
unstable with point dipoles: 172
close-pair mode 1 - alpha*t, fixed width: 0.00287
close-pair mode, width times 0.95: -0.16264
largest alpha_par/(2 alpha): 1.4521
reached at R/sigma: 2.282
F2 example, PBE/aug-cc-pVTZ
bond length R: 2.70 bohr
applied field: 0.0020 a.u.
free-atom polarizability: 3.746 bohr^3
free-atom volume integral of r^3 n: 19.340 bohr^3
Hirshfeld volume integral in F2: 18.749 bohr^3
volume ratio: 0.9694
Hirshfeld electrons per atom: 9.0000
input alpha: 3.632 bohr^3
sigma: 0.9885 bohr
combined width: 1.3979 bohr
zeta: 1.9314
exp(-zeta^2): 0.02398
g: 0.9414
t_par: -0.07585 bohr^-3
t_perp: 0.04783 bohr^-3
alpha*t_par: -0.2754
alpha*t_perp: 0.1737
unscreened 2 alpha: 7.263 bohr^3
screened alpha_par: 10.024 bohr^3
screened alpha_perp: 6.188 bohr^3
screened mean: 7.467 bohr^3
screened anisotropy: 3.836 bohr^3
point-dipole alpha_par: 11.511 bohr^3
point-dipole alpha_perp: 6.132 bohr^3
point-dipole mean: 7.925 bohr^3
point-dipole anisotropy: 5.379 bohr^3
PBE finite-field alpha_par: 12.647 bohr^3
PBE finite-field alpha_perp: 6.537 bohr^3
PBE finite-field mean: 8.574 bohr^3
PBE finite-field anisotropy: 6.110 bohr^3
PBE alpha_par at doubled field: 12.648 bohr^3
point-dipole divergence distance: 1.937 bohr
screened alpha_par: 1.485 angstrom^3
screened alpha_perp: 0.917 angstrom^3
```
